# Two Zero-Voltage States in an Internally Biased Antiferroelectric Capacitor

Q: An antiferroelectric capacitor is used for energy storage because it gives its charge back when the voltage returns to zero. Why should a built-in field turn it into a memory? A constant field only moves the curve sideways.

A: Whether a sideways move is enough depends on what then lies at zero voltage, so we need the curve first. Take a uniform film of thickness $d$ with polarization $P$ normal to the electrodes and energy density

$$f(P)=\frac a2P^2-\frac b4P^4+\frac c6P^6,\qquad a,b,c>0 .$$

This is a mean-field model of an antiferroelectric-like film in which a field drives a nonpolar phase into a polar one. The positive $a$ makes $P=0$ a minimum, the negative quartic term favours a polar state at larger $P$, and the sextic term bounds the energy from below. Antipolar sublattices are not resolved, and domains and leakage are left out.

Q: And where does the bias come from? If I short the electrodes, the voltage is zero. I would say the field is zero too.

A: A voltmeter compares the electrochemical potentials of electrons in the two metals, not the electrostatic potentials at the film's faces. These differ if the work functions $\phi_1$ and $\phi_2$ differ.

Let $V$ be the potential of electrode 1 relative to electrode 2, and count fields and $P$ positive from 1 to 2. Electrode 1 carries charge $D$ per area and electrode 2 carries $-D$. The field in the film is $(D-P)/\epsilon_0$, with energy density $(D-P)^2/(2\epsilon_0)$. To charge the plates, $D/e$ electrons per area leave metal 1, which costs $\phi_1$ each, and enter metal 2, which returns $\phi_2$ each. The source delivers the work $VD$. The energy per area of film, electrodes and source is therefore

$$G=d\left[f(P)+\frac{(D-P)^2}{2\epsilon_0}\right]+\frac{D(\phi_1-\phi_2)}{e}-VD .$$

Setting $\partial G/\partial D=0$ gives

$$\frac{D-P}{\epsilon_0}=E,\qquad E=\frac Vd+E_i,\qquad E_i=\frac{\phi_2-\phi_1}{ed}.$$

At $V=0$ the field in the film is $E_i$, not zero. No current flows, because the electrochemical potentials are equal. I assume that the interfaces hold no fixed charge or extra dipoles.

Q: You now have two variables, $D$ and $P$. A state that looks stable in $P$ might be unstable once the charge can move.

A: That can be checked. The definition of $E$ gives $(\phi_1-\phi_2)/(ed)-V/d=-E$. Inserting this and $D=P+\epsilon_0E$ into $G$,

$$\frac Gd=f+\frac{\epsilon_0E^2}{2}-E(P+\epsilon_0E)=f(P)-EP-\frac{\epsilon_0E^2}{2}.$$

The last term does not depend on $P$. For stability in both variables we need the second derivatives of the original $G$:

$$G_{DD}=\frac d{\epsilon_0},\quad G_{DP}=-\frac d{\epsilon_0},\quad G_{PP}=d\left(f''+\frac1{\epsilon_0}\right).$$

Their determinant is

$$G_{DD}G_{PP}-G_{DP}^2=\frac{d^2}{\epsilon_0}\left(f''+\frac1{\epsilon_0}\right)-\frac{d^2}{\epsilon_0^2}=\frac{d^2f''}{\epsilon_0}.$$

Since $G_{DD}>0$, the quadratic form is positive definite when $f''>0$ and indefinite when $f''<0$. The free charge adds no further instability at fixed voltage.

Q: Then what are the equilibrium states?

A: Those with $f'(P)=E$, that is

$$E=F(P),\qquad F(P)=aP-bP^3+cP^5 .$$

A state is stable where $F$ rises with $P$, because $F'=f''$. The bias enters only through $E$, so the states at external field $V/d$ are those of the unbiased film at field $V/d+E_i$. A feature that the unbiased film shows at field $E_0$ appears at external field $E_0-E_i$. For $E_i>0$ the loop moves to the left.

Q: Show me that this curve has a double loop at all. A quintic can do many things.

A: Its turning points obey

$$F'(P)=a-3bP^2+5cP^4=0,$$

a quadratic equation in $P^2$ with roots

$$P_{1,2}^2=\frac{3b\mp\sqrt{9b^2-20ac}}{10c}.$$

They are real and distinct if $b^2>20ac/9$, and both are positive because their sum $3b/(5c)$ and product $a/(5c)$ are positive. Take $0<P_1<P_2$. Then $F$ rises up to $P_1$, falls from $P_1$ to $P_2$, and rises again.

On increasing the field from zero, the nonpolar branch ends at $E_f=F(P_1)$ and the film jumps to the polar branch. On decreasing it, the polar branch ends at $E_b=F(P_2)$ and the film jumps back. Since $F$ falls between the two points, $E_b<E_f$. This is one subloop; the other is its mirror image, because $F$ is odd.

Q: But if $E_b$ is negative, the polar state survives at zero field without any bias, and your argument is empty.

A: So we must require $E_b>0$. At a turning point $aP=3bP^3-5cP^5$, hence

$$F=(3bP^3-5cP^5)-bP^3+cP^5=2P^3(b-2cP^2).$$

This is positive if $P^2<b/(2c)$. For $P_1$ it holds, since $P_1^2<3b/(10c)$, so $E_f>0$. For $P_2$ it requires

$$3b+\sqrt{9b^2-20ac}<5b .$$

Subtracting $3b$ and squaring the two positive sides gives $9b^2-20ac<4b^2$, or $b^2<4ac$. The film has two subloops separated from zero field if

$$\frac{20}{9}\,ac<b^2<4ac .$$

Below this range $F$ is monotonic and there is no hysteresis. Above it, the unbiased film already has three stable states at zero field.

Q: Fine. Now apply the bias and count.

A: There are three rising branches. The negative polar branch, $P<-P_2$, covers all fields $E<-E_b$. The middle branch, $|P|<P_1$, covers $|E|<E_f$. The positive polar branch, $P>P_2$, covers $E>E_b$. Each gives one stable state for each field it covers. At $V=0$ we have $E=E_i$:

- If $|E_i|<E_b$, only the middle branch is available: one state.
- If $E_b<|E_i|<E_f$, the middle branch and one polar branch are available: two states.
- If $|E_i|>E_f$, only one polar branch is available: one state.

At the edges of the window a minimum merges with the saddle. There $F'=0$, but

$$F''=-6bP+20cP^3=2P(10cP^2-3b)=\mp2P\sqrt{9b^2-20ac}\neq0,$$

with the upper sign at $P_1$. The energy then varies as a cubic about that point, which is no minimum, so one stable state is left. Hence there are two stable zero-voltage states if and only if

$$E_b<|E_i|<E_f .$$

Q: How is that the same as zero field lying inside a shifted subloop?

A: For $E_i>0$ the upper subloop occupies external fields

$$E_b-E_i<\frac Vd<E_f-E_i .$$

Zero lies strictly inside when the left end is negative and the right end positive, which is the condition just found. The lower subloop runs from $-E_f-E_i$ to $-E_b-E_i$, wholly at negative voltage. For $E_i<0$ the roles are exchanged. One of the two states is on the middle branch, with a modest polarization induced by the bias; the other is polar with the same sign. The memory does not store $+P$ and $-P$.

Q: You say "stable" for both. Surely one of them has the lower energy.

A: Yes, except at one bias. "Stable" here means locally stable. Write $g=f-EP$ and let $P_L$ and $P_H$ be the low and high states. Along each branch $f'=E$, so the change of $P$ with field does not contribute to $dg/dE$, and

$$\frac{d}{dE}(g_H-g_L)=-(P_H-P_L)<0 .$$

At $E_b$ the high state merges with the saddle and lies above the low one; at $E_f$ the low state merges with the saddle and lies above the high one. The difference therefore vanishes at a single field $E_M$ inside the window. Since $g_H-g_L=\int_{P_L}^{P_H}(F-E)\,dP$, this is the equal-area field. Below $E_M$ the high state is metastable; above it, the low state is.

Q: Existence is not enough for a memory. Can I reach each state with a pulse? A strong negative pulse might push the film into the negative polar phase and spoil everything.

A: Take $E_i>0$ inside the window and let $P$ move down the energy slope, without inertia. At $V=0$ the saddle $P_S$ lies on the falling part of $F$, so $P_1<P_S<P_2$. A film released above $P_S$ goes to $P_H$, and one released below it goes to $P_L$.

During a long pulse with $V>(E_f-E_i)d$, the total field exceeds $E_f$ and the film settles on the positive polar branch, above $P_2$. On return to zero it starts above $P_S$ and ends in $P_H$.

During a long pulse with $V<(E_b-E_i)d$, the positive polar branch does not exist. The film settles on the middle or the negative branch, below $P_1$ in either case. On return it starts below $P_S$ and ends in $P_L$. The negative polar phase cannot survive, because it needs a total field below $-E_b$ while the field at $V=0$ is $+E_i$. Too strong an erase pulse does no harm as long as $P$ moves without inertia, as assumed; with weak damping and an abrupt release the film could overshoot the saddle, and breakdown is not part of the model.

Q: Give me numbers, with the arithmetic.

A: I take round model parameters, not fitted to a material: $a=3\times10^9$ V m/C, $b=3.3\times10^{11}$ V m$^5$/C$^3$, $c=10^{13}$ V m$^9$/C$^5$ and $d=10$ nm. Then $b^2/(ac)=3.63$, between 2.22 and 4. The small-signal permittivity without bias is $1+1/(\epsilon_0a)=38.6$.

For the turning points, $9b^2=9.80\times10^{23}$ and $20ac=6.00\times10^{23}$ in SI units, so the square root is $6.17\times10^{11}$ and

$$P_{1,2}^2=\frac{(9.90\mp6.17)\times10^{11}}{10^{14}}\ \frac{\text{C}^2}{\text{m}^4}.$$

This gives $P_1=6.11$ and $P_2=12.67$ μC/cm². Inserting them in $2P^3(b-2cP^2)$ yields

$$E_f=1.165\ \text{MV/cm},\qquad E_b=0.354\ \text{MV/cm}.$$

Across 10 nm, 1 MV/cm corresponds to 1 V, so the built-in voltage must lie between 0.354 and 1.165 V. A work-function step of 0.80 eV gives $E_i=0.800$ MV/cm, inside the window. The zero-voltage states and the saddle are

$$P_L=2.94,\qquad P_S=9.47,\qquad P_H=14.72\ \text{μC/cm}^2 .$$

The linear estimate $E_i/a$ for the low state is 2.67 μC/cm². The true value is larger because the term $-bP^3$ softens the response.

Q: What would I measure as the difference between the two states?

A: Charge. Both states have the same field $E_i$ at $V=0$, so in $D=P+\epsilon_0E$ the vacuum term cancels:

$$\Delta D=P_H-P_L=14.72-2.94=11.78\ \text{μC/cm}^2 .$$

A positive read pulse above the write threshold takes both states to the same final state. The charge it must supply therefore differs by $\Delta D$. The reading is destructive for the low state, which ends up high and has to be rewritten.

Q: And the switching voltages?

A: For the upper subloop they are $(1.165-0.800)\times1\text{ V}=0.365$ V to write and $(0.354-0.800)\times1\text{ V}=-0.446$ V to erase. The lower subloop has its edges at $-1.154$ and $-1.965$ V. A simulated slow voltage sweep, with $P$ relaxing down the energy slope, crosses the unstable regions at 0.37, $-0.45$, $-1.15$ and $-1.97$ V, on a voltage grid of 0.01 V.

Pulses behave as argued. After +1.5 V the film rests at 14.72 μC/cm², after $-1.5$ V at 2.94. A pulse of $-3$ V drives it to $-16.38$ μC/cm², well into the negative polar phase, and it still returns to 2.94.

Q: Perhaps your pulses would leave two states for any bias.

A: They do not. With no bias, the film returns to zero polarization after either pulse. With 0.2 V, below the window, it returns to 0.67 μC/cm² both times; with 1.3 V, above the window, to 15.49 both times. The counting rule was also tested on 1496 films with random coefficients and biases, by finding all roots of $F(P)=E_i$. It held for each of them, and 344 had two states.

Q: How long would the states last?

A: The model gives barriers, not lifetimes. The barrier density from a state at $P_0$ is the integral of the restoring field up to the saddle,

$$g(P_S)-g(P_0)=\int_{P_0}^{P_S}\left[F(P)-E_i\right]dP .$$

It is 1.559 MJ/m³ from the low state and 1.496 MJ/m³ from the high one. The high state is thus the metastable one, by 0.063 MJ/m³. That fits $E_M=0.805$ MV/cm, just above the chosen bias: this example happens to sit close to equal depth.

If a cube of 10 nm edge switched as a whole, the barriers would be 9.73 and 9.34 eV, roughly 370 times $k_BT$ at 300 K. This should not be read as a retention guarantee. Uniform switching is only one path, and a path through a nonuniform state may have a lower barrier.

Q: Suppose I keep the electrodes and change the thickness. Does the memory stay?

A: Only within limits. A work-function step $\Delta\phi>0$ fixes the built-in voltage, not the field. Inserting $E_i=\Delta\phi/(ed)$ into the window and solving for $d$ gives

$$\frac{\Delta\phi}{eE_f}<d<\frac{\Delta\phi}{eE_b},$$

which is 6.9 to 22.6 nm here, if $a$, $b$ and $c$ do not change with thickness. A thinner film is held in the polar state; a thicker one feels too little bias and returns to the low state.

Q: And if the material changes instead?

A: The window changes at both ends of the allowed range. As $b^2\to4ac$, $E_b\to0$, and a small bias is enough for two states to exist, although the barrier that holds the high state vanishes at $E_b$ and is small for a bias just above it. As $b^2\to20ac/9$, the window closes. To see how fast, factor $F'=5c(P^2-P_1^2)(P^2-P_2^2)$ and integrate its negative:

$$E_f-E_b=5c\int_{P_1}^{P_2}(P^2-P_1^2)(P_2^2-P^2)\,dP .$$

Near closure both turning points are close to $P_0=\sqrt{3b/(10c)}$. With $w=P_2-P_1$ and $x=P-P_1$, the brackets become $2P_0x$ and $2P_0(w-x)$ to leading order. Since $\int_0^wx(w-x)\,dx=w^3/6$,

$$E_f-E_b\simeq\frac{10}{3}\,cP_0^2w^3 .$$

The difference $P_2^2-P_1^2=\sqrt{9b^2-20ac}/(5c)\simeq2P_0w$ shows that $w$ is proportional to $\sqrt{9b^2-20ac}$. The window thus shrinks as the $3/2$ power of the distance from threshold, and the bias must be set ever more precisely.

Q: Suppose there is a nonpolar layer between the film and one electrode. Does that only reduce the bias?

A: It does more. Let a linear layer of thickness $t$ and permittivity $\epsilon_l$, free of interface charge, lie in series with the film. It carries the same $D$, so its field is $D/\epsilon_l$. With $V_i=(\phi_2-\phi_1)/e$, the potential drops add up to

$$V+V_i=Ed+\frac{t}{\epsilon_l}(P+\epsilon_0E).$$

Solving for $E$ and setting it equal to $F(P)$,

$$F(P)+\kappa P=\frac{V+V_i}{d+\epsilon_0t/\epsilon_l},\qquad \kappa=\frac{t/\epsilon_l}{d+\epsilon_0t/\epsilon_l}.$$

The layer replaces $a$ by $a+\kappa$, and the earlier counting applies with this new coefficient and the field on the right. Because $b^2/[(a+\kappa)c]$ falls, a layer with large enough $\kappa$ removes the hysteresis, and then no bias gives two uniform states. In the example this happens when $a+\kappa$ reaches $9b^2/(20c)=4.9\times10^9$ V m/C, or $\kappa=1.9\times10^9$ V m/C. This corresponds to $\epsilon_0t/\epsilon_l\approx0.17$ nm. The memory of the example is lost well before that, because the layer also moves the window upward: to first order the lower edge rises by $\kappa P_2$, and it passes the 0.800 MV/cm bias at $\kappa\approx(0.800-0.354)\times10^8/0.1267=3.5\times10^8$ V m/C, or $\epsilon_0t/\epsilon_l\approx0.03$ nm. Incomplete screening in the electrodes acts like such a layer, so the numbers of the example hold for ideally screening electrodes only. The two states also no longer share the same film field: $E$ contains the term $-\kappa P$, so $\Delta D=(1-\epsilon_0\kappa)\,\Delta P$, a change of less than 2% here.

Q: Then what becomes of the energy storage I started with?

A: If the capacitor is charged with positive voltage, the bias of the example works against it. Without bias, the film switches back at $+0.354$ V during discharge, while the charge leaving electrode 1 still delivers energy to the circuit. With the bias of the example, it reaches zero voltage in the high state and keeps the 11.78 μC/cm² that separates it from the low state. Switching back needs $-0.446$ V. There $V<0$ and $dD<0$, so the source's work $V\,dD$ is positive: it must supply energy to remove that charge. The retained charge that makes the memory is charge the storage capacitor fails to return at positive voltage. Charging with negative voltage avoids this: the lower subloop lies wholly at negative voltage, so a film that starts in the low state and is charged past $-1.965$ V switches back at $-1.154$ V during discharge and returns to the low state at zero voltage. The values used here are listed in the numerical output below.

## Table of computed values

```
a = 3.00e+09 V m/C
b = 3.30e+11 V m^5/C^3
c = 1.00e+13 V m^9/C^5
b^2/(ac) = 3.630 (allowed 2.222 to 4)
zero-field relative permittivity = 38.6
thickness d = 10.0 nm
work-function step = 0.80 eV
bias field E_i = 0.800 MV/cm
turning point P1 = 6.11 uC/cm^2
turning point P2 = 12.67 uC/cm^2
forward field E_f = 1.165 MV/cm
backward field E_b = 0.354 MV/cm
equal-depth field E_M = 0.805 MV/cm
bias window = 0.354 to 1.165 V
thickness window = 6.86 to 22.59 nm
low state at V=0: P = 2.94 uC/cm^2
saddle at V=0: P = 9.47 uC/cm^2
high state at V=0: P = 14.72 uC/cm^2
charge difference = 11.78 uC/cm^2
energy high minus low = 0.063 MJ/m^3
barrier from low = 1.559 MJ/m^3
barrier from high = 1.496 MJ/m^3
barrier from low, 10 nm cube = 9.73 eV
barrier from high, 10 nm cube = 9.34 eV
kT at 300 K = 0.0259 eV
upper loop, rising V: formula 0.365 V, simulated 0.37 V
upper loop, falling V: formula -0.446 V, simulated -0.45 V
lower loop, rising V: formula -1.154 V, simulated -1.15 V
lower loop, falling V: formula -1.965 V, simulated -1.97 V
after +1.5 V pulse: P = 14.72 uC/cm^2
after -1.5 V pulse: P = 2.94 uC/cm^2
during -3 V pulse: P = -16.38 uC/cm^2
after -3 V pulse: P = 2.94 uC/cm^2
bias 0.0 V, after +1.5 / -1.5 V pulse: 0.00 / 0.00 uC/cm^2
bias 0.2 V, after +1.5 / -1.5 V pulse: 0.67 / 0.67 uC/cm^2
bias 1.3 V, after +1.5 / -1.5 V pulse: 15.49 / 15.49 uC/cm^2
random films tested = 1496, with two states = 344
```
